# Why plain Schroedinger-Poisson iteration oscillates, and how much mixing it needs: a program that tests the result

```python
# Result under test: for the Schroedinger-Poisson cycle U -> F(U) in a slab,
# the Jacobian of U - F(U) is the static dielectric matrix 1 - G chi0, its
# eigenvalues are real and >= 1, and linear mixing with parameter alpha is
# locally convergent only for alpha < 2 / (largest eigenvalue).
# Symbols: U electron potential energy (eV), zero at both faces; n electron
# density (nm^-3); G inverse Poisson operator; chi0 = dn/dU at fixed Fermi
# level mu; lam eigenvalue of the dielectric matrix; L slab width (nm);
# kappa bulk inverse screening length (1/nm). Lengths in nm, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

MASS, EPS_R, TEMP = 0.1, 10.0, 300.0
KB = const.k / const.e
KT = KB * TEMP
KIN = const.hbar**2 / (2 * MASS * const.m_e) / const.e * 1e18   # hbar^2/2m
COUL = const.e / (const.epsilon_0 * EPS_R) * 1e9                # e^2/eps
DOS2D = 1 / (2 * np.pi * KIN)                 # m/(pi hbar^2), with spin
CM3 = 1e-21                                   # one cm^-3 in nm^-3


def fermi(x):
    return 0.5 * (1 - np.tanh(x / 2))


def bulk(mu):
    """Bulk density and its derivative with respect to mu, by quadrature."""
    k = np.linspace(0, np.sqrt((max(mu, 0) + 40 * KT) / KIN), 6001)
    x = (KIN * k**2 - mu) / KT
    weight = np.full(k.size, k[1] / np.pi)
    weight[[0, -1]] *= 0.5
    n = weight @ (DOS2D * KT * np.logaddexp(0, -x))
    return n, weight @ (DOS2D * fermi(x))


def bulk_mu(n):
    return brentq(lambda mu: np.log(bulk(mu)[0] / n), -1.0, 10.0, xtol=1e-13)


def kappa2(n):
    return COUL * bulk(bulk_mu(n))[1]


class Slab:
    def __init__(self, L, mu, donors, kT=KT, h=0.5):
        self.L, self.mu, self.kT, self.h = L, mu, kT, h
        self.N = int(round(L / h)) - 1
        self.z = h * np.arange(1, self.N + 1)
        lap = (2 * np.eye(self.N) - np.eye(self.N, k=1)
               - np.eye(self.N, k=-1)) / h**2
        self.kinetic = KIN * lap
        self.K = lap / COUL                   # inverse of G
        self.G = np.linalg.inv(self.K)
        self.donors = donors

    def states(self, U):
        E, v = np.linalg.eigh(self.kinetic + np.diag(U))
        f = DOS2D * self.kT * np.logaddexp(0, (self.mu - E) / self.kT)
        return E, v, f

    def density(self, U):
        E, v, f = self.states(U)
        return (v**2) @ f / self.h

    def cycle(self, U):
        return self.G @ (self.density(U) - self.donors)

    def chi0(self, U):
        """Perturbation-theory response; pairs with both states empty drop."""
        E, v, f = self.states(U)
        m = int(np.sum(E < self.mu + 35 * self.kT))
        dE = E[:m, None] - E[None, :]
        mean = 0.5 * (E[:m, None] + E[None, :])
        close = np.abs(dE) < 1e-6
        slope = -DOS2D * fermi((mean - self.mu) / self.kT)
        ratio = np.where(close, slope, (f[:m, None] - f[None, :])
                         / np.where(close, 1.0, dE))
        ratio[:, m:] *= 2                     # (i,j) and (j,i)
        pairs = (v[:, :m, None] * v[:, None, :]).reshape(self.N, -1)
        return (pairs * ratio.ravel()) @ pairs.T / self.h

    def dielectric(self, U):
        return np.eye(self.N) - self.G @ self.chi0(U)

    def spectrum(self, U):
        """Eigenvalues and modes of the dielectric matrix, symmetric form."""
        chi = self.chi0(U)
        val, vec = eigh(-0.5 * (chi + chi.T), self.K)
        return 1 + val, vec

    def solve(self):
        """Newton iteration with step halving."""
        U = np.zeros(self.N)
        R = U - self.cycle(U)
        for _ in range(60):
            step = np.linalg.solve(self.dielectric(U), R)
            if np.max(np.abs(R)) < 1e-8:
                U = U - step
                break
            t = 1.0
            while True:
                trial = U - t * step
                R_new = trial - self.cycle(trial)
                if np.linalg.norm(R_new) < np.linalg.norm(R) or t < 1e-3:
                    break
                t *= 0.5
            U, R = trial, R_new
        assert np.max(np.abs(U - self.cycle(U))) < 1e-9
        return U

    def energy_product(self, a, b):
        return self.h * (a @ self.K @ b)


print(f"mass {MASS} m_e, rel. permittivity {EPS_R}, T {TEMP} K")
print(f"kT = {KT:.5f} eV")

# ---- main device -------------------------------------------------------
L0, ND0 = 30.0, 1e18
mu0 = bulk_mu(ND0 * CM3)
dev = Slab(L0, mu0, ND0 * CM3)
Ustar = dev.solve()
lam, modes = dev.spectrum(Ustar)
lam_min, lam_max = lam[0], lam[-1]
mid = dev.N // 2
print(f"main device: L = {L0} nm, donors = {ND0:.0e} cm^-3")
print(f"Fermi level mu = {mu0:.5f} eV")
print(f"screening length 1/kappa = {kappa2(ND0*CM3)**-0.5:.3f} nm")
print(f"converged U at centre = {Ustar[mid]:.5f} eV")

# Jacobian of the complete nonlinear cycle by central differences
delta = 1e-5
jac = np.empty((dev.N, dev.N))
for j in range(dev.N):
    e = np.zeros(dev.N)
    e[j] = delta
    jac[:, j] = (dev.cycle(Ustar + e) - dev.cycle(Ustar - e)) / (2 * delta)
jac_res = np.eye(dev.N) - jac
mismatch = np.max(np.abs(jac_res - dev.dielectric(Ustar)))
fd_eigs = np.linalg.eigvals(jac_res)
assert mismatch < 1e-6
assert np.max(np.abs(fd_eigs.imag)) < 1e-4
assert np.min(fd_eigs.real) > 1 - 1e-4
assert abs(np.max(fd_eigs.real) - lam_max) < 1e-4
print(f"max |finite-diff. Jacobian - formula| = {mismatch:.1e}")
print(f"smallest eigenvalue = {lam_min:.5f}")
print(f"three largest = {lam[-1]:.4f}, {lam[-2]:.4f}, {lam[-3]:.4f}")

sine = np.sin(np.pi * dev.z / L0)
top = modes[:, -1]
overlap = abs(top @ sine) / np.linalg.norm(top) / np.linalg.norm(sine)
assert overlap > 0.95
print(f"overlap of worst mode with sin(pi z/L) = {overlap:.4f}")


def measured_factor(alpha):
    """Signed error factor per step from the nonlinear mixed iteration."""
    U = Ustar + 1e-5 * sine
    errors = [U - Ustar]
    for _ in range(20):
        U = U + alpha * (dev.cycle(U) - U)
        errors.append(U - Ustar)
    size = [dev.energy_product(d, d)**0.5 for d in errors]
    sign = np.sign(dev.energy_product(errors[-1], errors[-2]))
    return sign * (size[20] / size[10])**0.1


alpha_c = 2 / lam_max
alpha_best = 2 / (lam_min + lam_max)
print(f"critical alpha = {alpha_c:.4f}, best alpha = {alpha_best:.4f}")
for name, alpha in (("0.95 critical", 0.95 * alpha_c),
                    ("1.05 critical", 1.05 * alpha_c)):
    got, want = measured_factor(alpha), 1 - alpha * lam_max
    assert abs(got - want) < 2e-3
    print(f"factor at {name}: measured {got:.4f}, formula {want:.4f}")
got = abs(measured_factor(alpha_best))
want = (lam_max - lam_min) / (lam_max + lam_min)
assert abs(got - want) < 2e-3
print(f"|factor| at best alpha: measured {got:.4f}, formula {want:.4f}")

# ---- plain iteration from U = 0 ----------------------------------------
history = [np.zeros(dev.N)]
for _ in range(40):
    history.append(dev.cycle(history[-1]))
for a, b in zip(history[:-1], history[1:]):
    assert dev.energy_product(b - Ustar, a - Ustar) < 0
print("plain iteration, U at centre (eV), steps 0-4 then 5-8:")
print("  " + ", ".join(f"{U[mid]:.4f}" for U in history[:5]))
print("  " + ", ".join(f"{U[mid]:.4f}" for U in history[5:9]))
assert np.max(np.abs(history[-1] - history[-3])) < 1e-6
assert np.max(np.abs(history[-1] - history[-2])) > 0.1
pair = sorted(history[-2:], key=lambda U: U[mid])
sheet = [dev.h * dev.density(U).sum() * 1e14 for U in pair]
donor_sheet = ND0 * CM3 * dev.h * dev.N * 1e14
assert sheet[1] < 0.01 * donor_sheet and sheet[0] > 2 * donor_sheet
print(f"two-cycle, U at centre: {pair[0][mid]:.4f} and {pair[1][mid]:.4f} eV")
print(f"electrons in the low-U state = {sheet[0]:.3e} cm^-2")
print(f"electrons in the high-U state = {sheet[1]:.3e} cm^-2")
print(f"donors in the slab = {donor_sheet:.3e} cm^-2")

# ---- damped iteration from the same start ------------------------------
U, count = np.zeros(dev.N), 0
while np.max(np.abs(U - Ustar)) > 1e-6 and count < 500:
    U = U + (dev.cycle(U) - U) / lam_max
    count += 1
assert count < 500
print(f"alpha = 1/lam_max = {1/lam_max:.4f}: {count} steps to 1e-6 eV")


# ---- scans over size and density ---------------------------------------
def examine(L, nd):
    """Largest eigenvalue, wide-slab estimate, fate of plain iteration."""
    slab = Slab(L, bulk_mu(nd * CM3), nd * CM3)
    fixed = slab.solve()
    largest = slab.spectrum(fixed)[0][-1]
    estimate = 1 + kappa2(nd * CM3) * L**2 / np.pi**2
    start = 1e-3 * np.sin(np.pi * slab.z / L)
    V = fixed + start
    for _ in range(60):
        V = slab.cycle(V)
    d = V - fixed
    shrinks = slab.energy_product(d, d) < slab.energy_product(start, start)
    assert shrinks == (largest < 2)
    return largest, estimate, "converges" if shrinks else "fails"


print("size scan, donors 1e18 cm^-3: L, lam_max, wide-slab, 2/lam_max")
sizes = (15.0, 30.0, 60.0, 120.0)
by_size = [examine(L, ND0) for L in sizes]
for L, (a, b, fate) in zip(sizes, by_size):
    print(f"  {L:.0f} nm: {a:.3f}, {b:.3f}, {2/a:.4f}; plain {fate}")
assert all(p[0] < q[0] for p, q in zip(by_size[:-1], by_size[1:]))
assert abs((by_size[-1][0] - 1) / (by_size[-1][1] - 1) - 1) < 0.05
power = np.log2((by_size[-1][0] - 1) / (by_size[-2][0] - 1))
assert abs(power - 2) < 0.2
print(f"power of L in lam_max - 1, 60 to 120 nm = {power:.3f}")

print("density scan, L = 30 nm: donors, lam_max, wide-slab, 2/lam_max")
densities = (1e17, 3e17, 1e18, 3e18, 1e19)
by_density = [examine(L0, nd) for nd in densities]
for nd, (a, b, fate) in zip(densities, by_density):
    print(f"  {nd:.0e} cm^-3: {a:.3f}, {b:.3f}, {2/a:.4f}; plain {fate}")
assert all(p[0] < q[0] for p, q in zip(by_density[:-1], by_density[1:]))


def density_power(n):
    return np.log(kappa2(1.05 * n) / kappa2(n / 1.05)) / (2 * np.log(1.05))


dilute, dense = density_power(1e15 * CM3), density_power(1e21 * CM3)
assert abs(dilute - 1) < 0.01 and abs(dense - 1 / 3) < 0.01
print(f"power of n in kappa^2 at 1e15 cm^-3 = {dilute:.4f}")
print(f"power of n in kappa^2 at 1e21 cm^-3 = {dense:.4f}")

# ---- cold thin layer: more density need not mean a larger eigenvalue ---
# Donors copy the electron density, so U = 0 is the exact solution.
cold = KB * 10.0
levels = Slab(10.0, 0.0, 0.0, cold, 0.25).states(np.zeros(39))[0]
print("10 nm layer at 10 K, flat potential: electrons, lam_max - 1")
excess, filling = [], []
for mu in (levels[0] + 0.03, levels[0] + 0.09, levels[1] + 0.05):
    thin = Slab(10.0, mu, 0.0, cold, 0.25)
    flat = np.zeros(thin.N)
    thin.donors = thin.density(flat)
    assert np.max(np.abs(thin.cycle(flat))) < 1e-12
    excess.append(thin.spectrum(flat)[0][-1] - 1)
    filling.append(thin.h * thin.donors.sum() * 1e14)
    occupied = int(np.sum(levels < mu))
    print(f"  {filling[-1]:.3e} cm^-2, {excess[-1]:.4f}; subbands {occupied}")
assert filling[1] / filling[0] > 2.9 and excess[1] / excess[0] < 1.1
assert excess[2] / excess[1] > 1.5

print("done: every assertion held")
```

Running it gives:

```
mass 0.1 m_e, rel. permittivity 10.0, T 300.0 K
kT = 0.02585 eV
main device: L = 30.0 nm, donors = 1e+18 cm^-3
Fermi level mu = 0.01730 eV
screening length 1/kappa = 4.521 nm
converged U at centre = -0.00065 eV
max |finite-diff. Jacobian - formula| = 2.8e-10
smallest eigenvalue = 1.00000
three largest = 5.5038, 2.0826, 1.4367
overlap of worst mode with sin(pi z/L) = 1.0000
critical alpha = 0.3634, best alpha = 0.3075
factor at 0.95 critical: measured -0.9000, formula -0.9000
factor at 1.05 critical: measured -1.1000, formula -1.1000
|factor| at best alpha: measured 0.6925, formula 0.6925
plain iteration, U at centre (eV), steps 0-4 then 5-8:
  0.0000, -0.0090, 0.0434, -0.1351, 1.2297
  -0.2036, 2.2519, -0.2036, 2.2519
two-cycle, U at centre: -0.2036 and 2.2519 eV
electrons in the low-U state = 2.755e+13 cm^-2
electrons in the high-U state = 1.652e+02 cm^-2
donors in the slab = 2.950e+12 cm^-2
alpha = 1/lam_max = 0.1817: 39 steps to 1e-6 eV
size scan, donors 1e18 cm^-3: L, lam_max, wide-slab, 2/lam_max
  15 nm: 2.100, 2.115, 0.9523; plain fails
  30 nm: 5.504, 5.461, 0.3634; plain fails
  60 nm: 18.880, 18.846, 0.1059; plain fails
  120 nm: 72.416, 72.383, 0.0276; plain fails
power of L in lam_max - 1, 60 to 120 nm = 1.998
density scan, L = 30 nm: donors, lam_max, wide-slab, 2/lam_max
  1e+17 cm^-3: 1.602, 1.611, 1.2483; plain converges
  3e+17 cm^-3: 2.697, 2.691, 0.7417; plain fails
  1e+18 cm^-3: 5.504, 5.461, 0.3634; plain fails
  3e+18 cm^-3: 9.697, 9.641, 0.2063; plain fails
  1e+19 cm^-3: 15.387, 15.311, 0.1300; plain fails
power of n in kappa^2 at 1e15 cm^-3 = 0.9996
power of n in kappa^2 at 1e21 cm^-3 = 0.3334
10 nm layer at 10 K, flat potential: electrons, lam_max - 1
  1.253e+12 cm^-2, 1.1197; subbands 1
  3.760e+12 cm^-2, 1.1416; subbands 1
  8.878e+12 cm^-2, 1.8740; subbands 2
done: every assertion held
```
